Knudsen diffusivity of water vapour in a 2 nm pore

**A walker with one step length**

Imagine a molecule bouncing between the walls of a narrow tube of diameter d, and follow only its position z along the tube. Suppose that at each wall hit it forgets where it came from, and that by the next hit it has moved a distance d forwards or backwards along the tube with equal chance. Take the time for each step to be d/v̄, where v̄ is its speed. After N steps the cross terms between different steps average to zero, so

⟨z²⟩ = N d², t = N d/v̄.

The diffusivity D is defined by ⟨z²⟩ = 2Dt for motion along one axis. Therefore

D = N d² / (2N d/v̄) = d v̄/2.

A water molecule at 300 K moves at roughly 600 m/s. With d = 2 nm this gives 6×10⁻⁷ m²/s, or 6×10⁻³ cm²/s. The scaling is plausible: the wall sets the step length and the temperature sets the speed. The factor 1/2 is not to be trusted, because real flights cross the tube at all angles. The correct factor requires an average over those angles.

**The model**

The pore is straight, has a circular section of radius R = d/2, and is much longer than it is wide. The temperature is uniform. Molecules are points that fly in straight lines and meet the wall but not each other. The wall is diffuse: a molecule leaves it in a direction independent of its arrival, with probability per unit solid angle proportional to the cosine of the angle to the wall normal, and with the speeds of a thermal gas striking a surface. Time spent on the wall is at first neglected.

Let n be the number density of the gas and J the flux per unit area of pore section. The Knudsen diffusivity D_K is defined by

J = −D_K dn/dz.

**The mean speed**

In a gas of molecular mass m the speeds are distributed as v² exp(−av²), with a = m/(2kT). The two integrals needed, from 0 to ∞, are

∫v³ exp(−av²) dv = 1/(2a²), ∫v² exp(−av²) dv = √π/(4a^(3/2)).

Their ratio is the mean speed:

v̄ = 2/√(πa) = √(8kT/(πm)).

Molecules travelling within a solid angle dΩ carry a flux n v̄ dΩ/(4π) through unit area normal to their path. A surface tilted by an angle χ receives cos χ times as much. Over a hemisphere ∫cos χ dΩ = π, so the rate of hits per unit wall area is n v̄/4.

**The flux through a section**

In the steady state a wall element returns as many molecules as it receives. If it receives n(z)v̄/4, the cosine law means that it sends n(z)v̄/(4π) per unit solid angle through unit area normal to the ray.

Suppose n(z) is linear. A wall element at z sees as much wall at distance +x along the axis as at −x, at the same angles. The excess from one side cancels the deficit from the other, and the element does receive n(z)v̄/4. The linear profile is thus consistent away from the ends. The same symmetry shows that the gas density averaged over directions at z is n(z).

Now take a point in the section at z, and a ray passing through it at angle θ to the axis. The ray left the wall a distance s back, at axial position z − s cos θ. Its contribution to the axial flux carries a factor cos θ:

J = (v̄/4π) ⟨∫ n(z − s cos θ) cos θ dΩ⟩.

The angle brackets denote an average over the section. For a linear profile,

n(z − s cos θ) = n(z) − s cos θ (dn/dz).

The first term integrates to zero because cos θ is odd about θ = π/2. The second gives

D_K = (v̄/4π) ⟨∫ s cos²θ dΩ⟩.

Let ℓ be the length of the ray projected onto the section, so that s = ℓ/sin θ. With dΩ = sin θ dθ dφ the factors of sin θ cancel, and ∫cos²θ dθ from 0 to π equals π/2. Hence

D_K = (v̄/8) ⟨∫ ℓ dφ⟩.

To average over the section, hold φ fixed and cut the circle into parallel chords. The chord at distance b from the centre has length c = 2√(R² − b²). For points along it ℓ runs from 0 to c, which contributes c²/2. Summing the chords gives

∫ c²/2 db = ∫ 2(R² − b²) db = 2(2R³ − 2R³/3) = 8R³/3,

with b from −R to R. Every φ gives the same value, so multiply by 2π and divide by the area πR²:

⟨∫ ℓ dφ⟩ = 16R/3.

The result is

D_K = (v̄/8)(16R/3) = 2R v̄/3 = d v̄/3.

**Comparison with the first estimate**

The random walk can be repeated with the correct flights. Let ψ be the angle between the wall normal and the flight's projection onto the section. The projected flight is a chord of length d cos ψ, so

s = d cos ψ/sin θ, z = d cos ψ cos θ/sin θ.

The cosine law gives the probability sin θ cos ψ dΩ/π, with ψ from −π/2 to π/2. The mean path is

⟨s⟩ = (d/π) ∫cos²ψ dψ ∫sin θ dθ = (d/π)(π/2)(2) = d.

The mean squared axial step is

⟨z²⟩ = (d²/π) ∫cos³ψ dψ ∫cos²θ dθ = (d²/π)(4/3)(π/2) = 2d²/3.

Fast molecules hit the wall more often, so speeds leaving it have the gas distribution weighted by v/v̄. With that weight the mean of 1/v is 1/v̄. Speed and direction are independent, and the mean flight time is t_f = d/v̄. Successive axial steps are uncorrelated, since each is equally likely to go either way whatever the previous step was. Thus

D_K = ⟨z²⟩/(2t_f) = (2d²/3)/(2d/v̄) = d v̄/3.

The first estimate had the right mean path and time. Its squared step was d² instead of 2d²/3, which accounts for the whole difference between 1/2 and 1/3.

In a numerical simulation that followed molecules in three dimensions, the growth of the mean squared displacement gave D/(d v̄) = 0.335, against the derived 0.333.

**The number for water**

For m = 2.9915×10⁻²⁶ kg and T = 300 K the mean speed is 593.8 m/s. Then

D_K = (2.0×10⁻⁹ m)(593.8 m/s)/3 = 3.96×10⁻⁷ m²/s = 3.96×10⁻³ cm²/s.

The estimate is therefore 4×10⁻³ cm²/s. The mean flight lasts 3.37 ps. For a pore crossing a film of thickness L = 100 nm, the diffusion time scale L²/D_K is 25 ns. This is an order of magnitude, not a crossing time: molecules that get through take on average roughly a fifth of it. At fixed d the diffusivity grows as √T, reaching 5.7×10⁻³ cm²/s in a bake at 623 K.

**When molecules stay on the wall**

Let a molecule rest on the wall for a mean time τ between flights. The steps are unchanged but each cycle takes t_f + τ, so molecules spread with

D_eff = D_K/(1 + τ/t_f).

The steady flux behaves differently. The wall holds n v̄τ/4 molecules per unit area, and the pore has wall area 4/d per unit volume. The adsorbed density is therefore n v̄τ/d = nτ/t_f, and the total density is n_tot = n(1 + τ/t_f). If τ is uniform and adsorbed molecules do not move along the wall,

J = −D_eff dn_tot/dz = −D_K dn/dz.

Dwell delays the arrival of moisture without changing the steady flux for a given gas-density gradient. In the simulation, a dwell equal to one flight time gave D/(d v̄) = 0.171, against the expected 0.167. The statistical error of each simulated diffusivity is one to two percent, so these comparisons test the formulas to within a few percent.

For a binding energy E take τ = τ₀ exp(E/kT), with a rough attempt time τ₀ = 10⁻¹³ s. At 300 K:

- E = 0.10 eV slows spreading by a factor 2.4, to 1.6×10⁻³ cm²/s.
- E = 0.20 eV slows it by a factor 69, to 5.7×10⁻⁵ cm²/s.
- E = 0.30 eV slows it by a factor of about 3300, to 1.2×10⁻⁶ cm²/s.

By this formula, τ stays below a tenth of t_f only if E is below 0.031 eV. That is close to kT, where the formula is itself only a rough guide. Negligible adsorption time is thus a severe condition for transient spreading. At 0.20 eV the 25 ns time scale becomes about 1.7 μs.

At a vapour pressure of 5 Torr the pore holds on average 0.051 gas molecules, but 165 adsorbed ones at 0.30 eV. At 0.40 eV the same estimate gives about 7900, roughly a full layer of molecules 0.28 nm across. The wall is then crowded, and a τ independent of coverage is no longer justified.

**Other corrections**

*Molecular size.* A molecule of rough diameter δ = 0.28 nm keeps its centre within a tube of diameter d − δ = 1.72 nm. The diffusivity falls by the factor 0.86, to 3.4×10⁻³ cm²/s. This refers to the area open to the centres. The flux per unit area of the full 2 nm section carries two more factors of 0.86, for a total of 0.64.

*Mirror reflection.* Let a fraction f of wall hits be diffuse and the rest mirror-like. In a circular tube a mirror reflection preserves the chord length and the axial velocity, so the same axial step is repeated N times, with probability f(1 − f)^(N−1). This distribution has ⟨N⟩ = 1/f and ⟨N²⟩ = (2 − f)/f². Hence

D = ⟨N²⟩⟨z²⟩/(2⟨N⟩t_f) = D_K (2 − f)/f.

For f = 0.9 the diffusivity rises by a factor 1.22. As f tends to zero it diverges, because nothing then randomizes the axial motion. For f = 0.8 the simulation gave D/(d v̄) = 0.496, against 0.500 from the formula.

*Pore ends.* Between vapour of density n and vacuum, let W be the fraction of entering molecules that pass through. Then J = W n v̄/4. The long-pore law gives J = D_K n/L, so

W = 4d/(3L) = 0.0267 for L = 100 nm.

This cannot hold for short pores, since it exceeds one when L < 4d/3. The simulated value for the 100 nm pore is 0.0255 ± 0.0004, about 5% below the long-pore result.

*Gas collisions.* Two molecules collide when their centres come within a collision diameter σ. For partners of mass M, the variances of the velocities add, so the mean relative speed is v̄√(1 + m/M). Dividing v̄ by the collision rate gives the free path

λ = kT/[pπσ²√(1 + m/M)].

In pure vapour at 5 Torr, with a rough σ = 0.46 nm, λ is about 6.6 μm and d/λ is 3×10⁻⁴. In air at 760 Torr, treated as one gas of molar mass 29 g/mol with σ = 0.37 nm, λ is about 75 nm and d/λ is 0.027. This ratio estimates the share of flights that are interrupted, so wall collisions dominate in both cases. The loss in diffusivity is larger than the ratio, because long, nearly axial flights carry much of ⟨z²⟩ and are the ones cut short. Replacing s by λ[1 − exp(−s/λ)] in the ray integral, which treats every gas collision as fully randomizing, lowers D by about 0.1% in the vapour and about 5% in air.

*Capillary condensation.* In a wetted pore of radius r = 1 nm, a thin liquid film lines the wall. Filling the pore removes a liquid surface of area 2πrL and saves the free energy 2πrLγ, where γ is the surface tension. It also transfers πr²L/v_l molecules from the vapour, each occupying a volume v_l in the liquid, at a cost kT ln(p_sat/p) apiece. Equating saving and cost gives

ln(p/p_sat) = −2γv_l/(rkT).

With γ = 0.072 N/m and v_l = 0.030 nm³, equilibrium filling occurs at p/p_sat = 0.35, or 9.5 Torr for a rough saturation pressure of 27 Torr. The example at 5 Torr lies below this. Above it the stable state is a liquid-filled pore, to which D_K does not apply. The thickness of the lining film has been neglected. A film of 0.3 nm would leave an open radius of 0.7 nm, for which the same formula gives about 6 Torr, and a film of 0.4 nm would bring it below 5 Torr. The example pore may therefore be close to filling, but only if its wall is fully wetted and holds such a layer, which by the estimate above needs a binding energy near 0.40 eV; at 0.30 eV the coverage at 5 Torr is about 2% of a layer. For a wall with contact angle α and no lining film the exponent gains a factor cos α, so that filling moves to p/p_sat = 0.70 at 70° and does not occur below saturation at 90° or more. Low-k pore walls are usually made hydrophobic and lie nearer that case. The bulk surface tension is itself a rough guide at a radius of 1 nm.

**A porous low-k film**

A pore of 2 nm and a film of 100 nm are rough typical values for a porous low-k dielectric. Real pores are neither straight nor uniform, and winding paths and narrow necks reduce the flux through the film. The binding energies above are illustrative, since the actual value depends on the surface chemistry. Among the numerical examples above, dwell on the wall moves the number furthest: for transient spreading at 300 K, 0.20 eV already lowers it by nearly two orders of magnitude. An attraction of that strength also bends flights near the wall, and adsorbed molecules may migrate; neither effect is included. The value 4×10⁻³ cm²/s is therefore a gas-phase flux coefficient for one ideal pore, and should not be used by itself to predict how quickly a film takes up or loses moisture. The numerical output lists most of the quantities used here.

Computed values

```
pore diameter d = 2.0 nm, film L = 100 nm
temperature = 300 K, molar mass = 18.015 g/mol
molecular mass = 2.9915e-26 kg
mean speed = 593.8 m/s
mean flight time d/vbar = 3.37 ps
Knudsen diffusivity = 3.959e-03 cm^2/s
same in SI = 3.959e-07 m^2/s
time scale L^2/D = 25.3 ns
-- checks of the factor 1/3, D/(d vbar) --
ray integral = 0.3333
tracer, diffuse wall = 0.335
tracer, diffuse fraction 0.8 = 0.496
  formula = 0.500
tracer, dwell = 1.0 flight time = 0.171
  formula = 0.167
mean path / d = 1.0008
mean flight time * vbar / d = 1.0013
mean squared axial step / d^2 = 0.667
-- neglected effects --
molecule size 0.28 nm: D = 3.40e-03 cm^2/s
  ratio to point molecule = 0.86
attempt time tau0 = 1e-13 s
E = 0.10 eV: dwell = 0.00479 ns, slowing = 2.42, D_eff = 1.64e-03 cm^2/s
E = 0.20 eV: dwell = 0.229 ns, slowing = 69, D_eff = 5.74e-05 cm^2/s
E = 0.30 eV: dwell = 11 ns, slowing = 3.25e+03, D_eff = 1.22e-06 cm^2/s
  adsorbed per pore at 0.30 eV = 165
E for dwell = 10% of flight time = 0.031 eV
diffuse fraction 0.9: D ratio = 1.22
transmission, simulated = 0.0255 +- 0.0004
transmission, long-pore formula = 0.0267
  ratio = 0.955 +- 0.013
vapour pressure = 5.0 Torr
gas molecules per pore = 0.051
collision diameters: water-water 0.46 nm, water-air 0.37 nm
free path in vapour = 6609 nm, d/path = 3.0e-04
free path in air at 760 Torr = 75 nm, d/path = 0.027
surface tension = 0.072 N/m, liquid volume = 0.030 nm^3 per molecule
saturation pressure = 27 Torr, vapour at p/p_sat = 0.19
wetted pore fills at p/p_sat = 0.35, p = 9.5 Torr
D at 623 K = 5.70e-03 cm^2/s
```
